# Why reaching a barrier top takes half the overdamped escape time

**Question.** A mobile defect in a memory cell sits in a potential well and must cross a high, smooth barrier to change the stored state. Its motion is overdamped. Why is the mean time at which it first reaches the barrier top only half the mean time it needs to escape?

**Answer.** At the top the defect has not escaped. It has reached a place from which it falls back to the well bottom about as often as it goes on to the next well, and each such fall costs, on average, a whole new wait. This argument becomes an exact relation between mean times, and the double-integral formula shows when the factor is one half.

## What is being timed

Let the particle move along $x$ in a potential $U(x)$, with diffusion coefficient $D$ and thermal energy $kT$. Overdamped means that velocity is forgotten at once, so the present position alone fixes the statistics of the future. In a short time $dt$ the displacement has mean $-(D/kT)\,U'(x)\,dt$ and mean square $2D\,dt$.

The well bottom is $a$, the barrier top is $b>a$, and the bottom of the next well is $c>b$. A reflecting wall stands at $w<a$. Write $T(x\to y)$ for the mean time of first arrival at $y$ from $x$. The time to the top is $T(a\to b)$, and the escape time is $T(a\to c)$. The choice of $c$ is not delicate: if the next well lies several $kT$ below the top, any end point from well past the top up to the bottom of that well gives nearly the same time, as shown below.

## The mechanism: a fair coin at the top

The path is continuous, so a particle going from $a$ to $c$ must first reach $b$. From there it starts afresh, because it has no memory:

$$T(a\to c)=T(a\to b)+T(b\to c).$$

Starting at $b$, let $p$ be the probability of reaching $c$ before $a$, and $\tau$ the mean time until one of the two is reached. With probability $p$ the escape is then complete. With probability $1-p$ the particle is back at $a$ and faces the whole escape time again:

$$T(b\to c)=\tau+(1-p)\,T(a\to c).$$

Insert this in the first relation and move the term with $T(a\to c)$ to the left:

$$p\,T(a\to c)=T(a\to b)+\tau ,\qquad \frac{T(a\to b)}{T(a\to c)}=p-\frac{\tau}{T(a\to c)}.\tag{1}$$

No approximation has been made. The time $\tau$ is spent sliding off the top and contains no factor $e^{\Delta U/kT}$, where $\Delta U=U(b)-U(a)$, whereas the escape time does. For a high barrier the ratio is therefore $p$. A smooth top looks the same on both sides at close range, so $p\approx 1/2$, provided the potential also falls by several $kT$ on the far side. A high barrier seen from $a$ alone is not enough: for a tilted quartic double well with a forward barrier of $10\,kT$ and a far well only $1.2\,kT$ below the top, the ratio is 0.44.

"Recrossing" needs care here. Call an attempt a first arrival at $b$ after a visit to $a$. Each attempt succeeds with probability $p$, independently of the others, so the mean number of attempts is $1/p$, or two for a symmetric top. This is the factor two.

Raw visits to the top are a different count. Suppose the motion consists of hops of length $h$, with a site at the top. A visit is the last one if the particle steps to the right, with probability $1/2$, and then reaches $c$ without returning to $b$. For a top of thermal width $\sigma$, defined below, the second probability is about $h/(\sigma\sqrt{2\pi}/2)$, by equation (3) applied between $b$ and $c$. The mean number of visits is then $\sigma\sqrt{2\pi}/h$, which grows without limit as $h\to0$. Most returns to the top are brief excursions that cost little time. The costly returns go back to the well bottom.

## The double-integral formula

Fix a target $x_t$ and let $T(x)$ be the mean time to reach it from $x$. After a time $dt$ the particle has moved by $dx$, so $T(x)=dt+\langle T(x+dx)\rangle$. Expanding to second order in $dx$ and using the two moments above gives

$$D\,T''-\frac{D}{kT}\,U'\,T'=-1 .$$

With $u=U/kT$ the left side is a single derivative, since $(e^{-u}T')'=e^{-u}(T''-u'T')$:

$$D\,e^{u}\left(e^{-u}T'\right)'=-1 .$$

Multiply by $e^{-u}/D$ and integrate from $w$ to $y$. The reflecting wall requires $T'(w)=0$, so

$$T'(y)=-\frac{1}{D}\,e^{u(y)}\int_w^{y}e^{-u(z)}dz .$$

Integrate from $a$ to $x_t$, where $T(x_t)=0$. The left side gives $-T(a)$, and the signs cancel:

$$T(a\to x_t)=\frac1D\int_a^{x_t}dy\;e^{U(y)/kT}\int_w^{y}dz\;e^{-U(z)/kT}.\tag{2}$$

The success probability $p(x)$ obeys the same equation without the source, because no time is being counted: $(e^{-u}p')'=0$. Hence $p'\propto e^{u}$. With $p(a)=0$ and $p(c)=1$,

$$p(b)=\frac{\int_a^b e^{U/kT}dy}{\int_a^c e^{U/kT}dy}.\tag{3}$$

## Half of a Gaussian

The factor $e^{U(y)/kT}$ in (2) is sharply peaked at the barrier top, where $U\approx U(b)-\tfrac12\kappa_b(y-b)^2$. Near the top it is a Gaussian of width

$$\sigma=\sqrt{kT/\kappa_b}.$$

The inner integral comes from the well, where $U\approx U(a)+\tfrac12\kappa_a(z-a)^2$. For $y$ near the top it has collected the whole well and almost nothing more, so it is nearly constant:

$$\int_w^y e^{-U/kT}dz\approx e^{-U(a)/kT}\sqrt{2\pi kT/\kappa_a}.$$

When $y$ comes close to $c$ the inner integral also collects the second well, but there the outer factor is small and the contribution has no exponentially large factor. Taking the constant outside leaves the integral of the Gaussian up to the target:

$$T(a\to x_t)\approx \frac{2\pi kT}{D\sqrt{\kappa_a\kappa_b}}\;e^{\Delta U/kT}\;\Phi\!\left(\frac{x_t-b}{\sigma}\right),\tag{4}$$

where $\Phi$ is the cumulative normal distribution. The prefactor is the product of $\sqrt{2\pi kT/\kappa_a}$, $\sqrt{2\pi kT/\kappa_b}$ and $1/D$.

A target at the top takes half of the Gaussian, $\Phi(0)=1/2$. A target several $\sigma$ beyond takes nearly all of it, and (4) becomes the Kramers escape time $1/k$. This is the coin toss again: by (3), the share of the peak to the left of $b$ is the probability of success from $b$.

## A symmetric landscape at any barrier height

Put the top at $x=0$, the wells at $\mp L$ and reflecting walls at equal distances, with $U(-x)=U(x)$. Let $Z$ be the integral of $e^{-u}$ over the whole film and $M(s)=\int_0^s e^{-u}dz$. The inner integral in (2) is $Z/2-M(s)$ at $y=-s$ and $Z/2+M(s)$ at $y=+s$. Therefore

$$T(-L\to0)=\frac1D\int_0^L e^{u(s)}\left[\frac Z2-M(s)\right]ds .$$

For the escape time both halves are added and $M$ cancels:

$$T(-L\to L)=\frac ZD\int_0^L e^{u(s)}ds .$$

Comparing the two,

$$T(-L\to0)=\tfrac12\,T(-L\to L)-\tau,\qquad \tau=\frac1D\int_0^L e^{u(s)}M(s)\,ds .\tag{5}$$

This $\tau$ is the one in (1). By symmetry, the distance $|x|$ from the top behaves like a particle with a reflecting wall at $0$, and (2) with $w=a=0$ and target $L$ gives this integral. In a symmetric landscape the ratio is thus below one half at any finite barrier height and tends to it as the barrier grows.

The relaxation of the two wells gives another view. If each well empties at rate $k$, the difference of their populations decays at $2k$. The decaying mode is odd and vanishes at the top, so it is also the slowest mode of one well with an absorbing top. The mean time to the top is then close to $1/(2k)$.

## A number: one vacancy in an oxide film

Consider one oxygen vacancy of charge $+2e$ in a tantalum-oxide film 12 nm thick at 358 K. Rough typical values are taken for the hop length, $h=0.25$ nm, the hop energy, 0.80 eV, and the attempt frequency, $10^{13}$ Hz. The landscape on the scale of the film is an assumption:

$$U(x)=E\left(\frac{x^2}{L^2}-1\right)^2,\qquad E=0.30\ \text{eV},\quad L=4\ \text{nm}.$$

Here $kT=0.03085$ eV, so the barrier is $9.72\,kT$. The one-way hop rate is $\Gamma=10^{13}\,e^{-0.80/0.03085}=54.7$ per second. Hops in both directions give a mean square displacement $2\Gamma h^2t=2Dt$, so

$$D=\Gamma h^2=54.69\times0.0625=3.418\ \text{nm}^2/\text{s}.$$

Since $U''=E(12x^2/L^4-4/L^2)$, the curvatures are $\kappa_b=4E/L^2=0.075$ and $\kappa_a=8E/L^2=0.150$ eV/nm². The thermal width of the top is $\sigma=\sqrt{0.03085/0.075}=0.641$ nm. The Kramers time is

$$\frac{2\pi\times0.03085}{3.418\sqrt{0.150\times0.075}}\;e^{0.30/0.03085}\approx0.535\times1.67\times10^4\approx8.9\times10^3\ \text{s}.$$

Evaluating (2) by trapezoidal quadrature gives

- time to the top: 4670 s, or 1.30 h;
- escape time: 9341 s, or 2.59 h;
- their ratio: 0.49996.

The escape time lies 4.5% above the Kramers time, which is a leading-order result. At one third of $kT$, with the landscape held fixed, the excess falls to 1.3%.

The time to leave the top for either well bottom is $\tau=0.416$ s. Yet the mean time from the top to the far well is $0.416+\tfrac12\times9341\approx4671$ s. Almost all of this comes from the half of the cases that fall back.

Moving the target shows how sharply the time changes across the top. At $-\sigma$, $+\sigma$, $+2\sigma$ and $+3\sigma$ the mean arrival time is 0.166, 0.834, 0.971 and 0.997 of the escape time. Equation (4) gives 0.159, 0.841, 0.977 and 0.999. The true profile is a little broader because the quartic term $+Ex^4/L^4$ lifts the potential above its parabola. A rate taken from arrivals at the top is therefore twice too large here, and an end point $3\sigma$, or about 2 nm, past the top removes nearly all of that error.

Lower barriers, at the same temperature and $L$, show the limit being approached. The ratio is 0.398 at $0.97\,kT$, 0.481 at $3.24\,kT$ and 0.499 at $6.48\,kT$. In the first case $\tau$ is a tenth of the escape time, and first arrival at the top is no longer a rare event.

The attempts can be counted in simulated random walks. For $E=0.10$ eV and hops of 0.5 nm, 4000 walks needed 1.97 attempts on average. The expected value is 2, with a statistical error of $\sqrt2/\sqrt{4000}=0.02$. The same walks visited the top site 6.1 times on average. For the 0.30 eV barrier, solving the linear equations of the hopping model gives 6.7 visits with 0.25 nm hops and 13.2 with hops half as long. The visits double while the factor in the mean time stays at two.

## When the half fails

**An uneven top.** Add a cubic term $U'''s^3/6$ to the potential, with $s=y-b$. To first order the peak becomes $e^{-s^2/2\sigma^2}\,(1+U'''s^3/6kT)$. The full integral stays at $\sigma\sqrt{2\pi}$, while the left half changes through $\int_{-\infty}^0s^3e^{-s^2/2\sigma^2}ds=-2\sigma^4$. The left share is then

$$p\approx\frac12-\frac{U'''\sigma^3}{3\sqrt{2\pi}\,kT}=\frac12-\frac{U'''\sqrt{kT}}{3\sqrt{2\pi}\,\kappa_b^{3/2}} .$$

The correction vanishes as $\sqrt{kT}$ for a fixed landscape. This is why global symmetry is not needed: at low temperature the particle feels only the parabola.

**A cusp.** If the barrier rises linearly over a length $\ell_1$ and falls linearly by the same height over $\ell_2$, each side of the peak contributes an area proportional to its length, and the ratio tends to $\ell_1/(\ell_1+\ell_2)$. For 4 nm and 2 nm this is 2/3 at any low temperature; quadrature at $E=0.30$ eV gives 0.6665. A cusp with equal sides still gives one half. What matters is that the top is locally symmetric. A curvature that is continuous and nonzero at the top ensures this, but it is not required: a flat top that falls off as the fourth power of the distance on both sides also tends to one half.

**A misplaced marker.** A read voltage of 0.10 V across the film, taken as a uniform field, tilts the potential by $2\times0.10/12=0.0167$ eV/nm towards the far well. The top moves to $x=-0.223$ nm. Measured at the new top, the ratio is 0.508; the cubic formula gives 0.507. Measured at the old top, $x=0$, it is 0.641, close to $\Phi(0.223/0.641)\approx0.64$. An error of a third of $\sigma$ in locating the top thus matters far more than the asymmetry itself.

**Uneven mobility.** If $D$ varies with position while equilibrium stays $e^{-U/kT}$, then $1/D(y)$ moves inside the outer integral of (2). For a hop energy rising with slope $g$, $1/D\propto e^{gy/kT}$. This shifts the centre of the Gaussian to $g\sigma^2/kT$, so the left share is $\Phi(-g\sigma/kT)$. A rise of 0.05 eV across the film gives $g\sigma/kT=0.087$ and a share of about 0.465; quadrature gives 0.464.

**Inertia.** If velocity persists, a particle arriving at the top is moving outwards, and reflection turns its state into a different one. The symmetry argument for $p=1/2$ then fails. In the example the vacancy stays at a site for about $9\times10^{10}$ vibration periods, so no momentum survives from one hop to the next.

## How far the model is from a device

Films of about 10 nm and mobile oxygen vacancies are realistic for tantalum-oxide resistive memory. The smooth double well and the single vacancy are simplifications, and an escape time of 2.6 h is no prediction of retention, for which practical memories aim at years. The absolute time is fragile: 0.1 eV more in the hop energy multiplies it by $e^{0.1/0.03085}\approx26$. The same increase in $E$ multiplies it by about $26\times0.30/0.40\approx19$, because both curvatures grow in proportion to $E$.

The effects listed below change the time much more than the ratio, except for the placing of the lattice sites, which comes last. In each case below the other settings are held fixed.

- The read voltage, kept on, lowers the barrier by about 0.064 eV, slightly less than $4\times0.0167=0.067$ eV because the well bottom and the top both shift, and cuts the escape time to 0.13 of its value. Its field, 0.083 MV/cm, is about 2% of a rough breakdown field of 4 MV/cm.
- Heating by 10 K shortens the escape time to 3649 s, through both $D$ and the barrier factor.
- A second vacancy fixed 5 nm to the side of the left well, with unscreened repulsion and a rough relative permittivity of 25, raises that well by 0.046 eV and the barrier top, which is farther away, by about 0.036 eV. The barrier is thus only about 0.01 eV lower, and the escape time falls to 0.73 of its value, while the ratio at the moved top is 0.501. These figures leave out the electrodes. With ideal metal at both film faces, 2 nm from the wells, the image charges of the second vacancy cut its repulsion to about 0.01 eV at both the well and the top, and the escape time changes by less than 1%.
- Tunnelling within a hop, estimated by the factor $1+(\hbar\omega/kT)^2/24$ with $\omega$ equal to $2\pi$ times the attempt frequency, raises $D$ by 7.5%. It shortens both times equally.
- Treating the 0.25 nm hops as discrete, with the saddle of each hop 0.80 eV above the mean energy of its two sites, lowers the escape time by 1.7% and leaves the ratio at 0.49996 if a site lies at the top. The small drop comes from this choice of saddle: near the top, the mean energy of two neighbouring sites lies slightly below the smooth potential midway between them. If the top lies midway between two sites, first arrival at the site just past it takes 0.576 of the escape time.

The last case sets a practical limit on the word "top". The half belongs to a point from which both outcomes are equally likely, and a lattice need not have a site there.
